Haydock Recursion on a Disordered Oxide Network: Truncation versus Square-Root Termination

**1. A uniform chain**

Take a semi-infinite chain of orthonormal orbitals 0, 1, 2, …, each with diagonal element a and coupled to its neighbours by b > 0. The local density of states on orbital 0 follows from the resolvent element

g(x) = ⟨0|(x − h)⁻¹|0⟩,  ρ(x) = −Im g(x + i0)/π.

Let ψ solve (x − h)ψ = |0⟩, so that ψ₀ = g. The first row reads

(x − a)ψ₀ − bψ₁ = 1.

The orbitals from 1 onward form an identical chain, driven at its first member by bψ₀. Hence ψ₁ = g·bψ₀, and

g = 1/(x − a − b²g).

With w = bg this becomes

w + 1/w = (x − a)/b.

The two roots are reciprocals. If |w| were 1, the left side would be real, which is impossible for Im x > 0. One root therefore stays inside the unit circle throughout the upper half-plane. It is the required one, since g → 1/x at large |x|:

g = [x − a − √(x − a − 2b) √(x − a + 2b)]/(2b²).  (1)

The product of two principal roots selects this branch. For real x with |x − a| < 2b it gives the semi-ellipse ρ = √(4b² − (x − a)²)/(2πb²).

Now cut the chain after N orbitals. Inside it bψₙ₋₁ + bψₙ₊₁ = (x − a)ψₙ, with ψ_N = 0. The first row takes the same form if a fictitious orbital −1 carries ψ₋₁ = 1/b. The solutions are combinations of wⁿ and w⁻ⁿ, and the one vanishing at n = N is

ψₙ = (1/b)(wⁿ⁻ᴺ − wᴺ⁻ⁿ)/(w⁻ᴺ⁻¹ − wᴺ⁺¹).

At n = 0, multiplying numerator and denominator by wᴺ⁺¹ gives

g_N = (w/b)(1 − w²ᴺ)/(1 − w²ᴺ⁺²).

Dividing by g = w/b and subtracting 1 gives the relative truncation error

g_N/g − 1 = −w²ᴺ(1 − w²)/(1 − w²ᴺ⁺²).  (2)

The factor w²ᴺ describes a wave that travels to the cut and back. At the band centre, x = a + iη_x, one finds w = −i e⁻ˢ with 2 sinh s = η_x/b. For η_x ≪ b the round trip is damped by exp(−Nη_x/b), so the number of levels needed grows as b/η_x. For η_x → 0 inside the band |w| → 1 and truncation has no pointwise limit: the density is a set of spikes. Attaching (1) to the last orbital instead removes the error for any N, because the missing part is then supplied in full.

Two differences between a disordered oxide and this chain matter below: the oxide has a gap, and its coefficients fluctuate.

**2. Reducing the oxide to one band**

Let each metal carry one s orbital of energy E_M, and each oxygen three p orbitals of energy E_O < E_M. The basis is orthonormal, and metal and oxygen are coupled by sigma bonds alone, collected in a real matrix T. Site energies are uniform; disorder enters through T. Atomic units are used in the algebra, eV and angstrom for numbers.

For a source on metal 0, with metal amplitudes u and oxygen amplitudes v,

(E − E_M)u − Tv = |0⟩,
−Tᵀu + (E − E_O)v = 0.

The second line gives v = Tᵀu/(E − E_O). Inserting this in the first and multiplying by E − E_O yields

[x − W]u = (E − E_O)|0⟩,  W = TTᵀ,  x = (E − E_M)(E − E_O).

The metal resolvent is therefore

G(E) = (E − E_O) R(x),  R(x) = ⟨0|(x − W)⁻¹|0⟩.  (3)

Replacing E by E + iη gives Im x = η(2E − E_M − E_O), which is positive in the conduction band. There

ρ_M(E) = (E − E_O) ρ_W(x).

In the valence band both E − E_O and Im x change sign, so the prefactor becomes |E − E_O|. Since W = TTᵀ has no negative eigenvalue, no state lies between E_O and E_M. The conduction branch is

E = (E_M + E_O)/2 + √[((E_M − E_O)/2)² + x].

The elements of W have a direct meaning. If metal i couples to an oxygen with strength V_i along the unit vector n_i, its three elements of T are V_i n_i. For two metals sharing one oxygen,

W_ij = V_i V_j n_i·n_j = V_i V_j cos θ,  W_ii = Σ V_i²,

where θ is the bridge angle and the sum runs over the oxygens bonded to metal i. Rotating the oxygen about the line joining its two metals changes neither the bond lengths nor θ, so that rotation leaves W unchanged.

Recursion on the full Hamiltonian needs more care with the tail. Its off-diagonal part takes metal vectors to oxygen vectors and back. Started on a metal, the diagonal coefficients thus alternate, E_M, E_O, E_M, …, and never settle. A one-band tail built from their mean then spans the gap. For a 125-metal network of the kind described in Section 6, eight such levels, with the mean of the eight couplings in the tail, give a density of 9 × 10⁻⁵ per eV at 1 eV, midway between E_O and E_M, rising to about 2 × 10⁻³ per eV at 3.3 eV, just below the conduction edge at 3.41 eV. This is small, but the true value is zero. A tail whose site energies also alternate keeps the interval from E_O to E_M empty, since the elimination above applies to it as well. With a single constant coupling, however, its upper band starts at E_M and still puts about 10⁻³ per eV at 3 eV. The couplings alternate too, here between about 4.2 and 2.0 eV, and a tail that alternates in both energies and couplings stays empty up to 3.3 eV.

**3. The recursion**

Start from |0⟩, set b₀ = 0 and build orthonormal vectors by

aₙ = ⟨n|W|n⟩,
bₙ₊₁|n+1⟩ = (W − aₙ)|n⟩ − bₙ|n−1⟩.

Three terms suffice. For m < n − 1 the vector W|m⟩ lies in the span of |0⟩ to |m+1⟩, which is orthogonal to |n⟩; as W is symmetric, ⟨m|W|n⟩ = 0. In the new basis W is a chain with varying coefficients, and the elimination of Section 1, repeated level by level, gives

R(x) = 1/(x − a₀ − b₁²/(x − a₁ − b₂²/(x − a₂ − …))).

After N levels, a₀ to a_{N−1} and b₁ to b_N are known. Everything beyond acts on level N − 1 as a self-energy Σ(x) = b_N² × (resolvent of the remaining chain). Truncation sets Σ = 0. Square-root termination sets Σ = b_N² g(x), with g from (1) and constants a and b estimated from the later coefficients.

The fraction is evaluated from the bottom upward. The cost is N sparse matrix-vector products per site, and the tail adds two square roots per energy. In floating-point arithmetic the vectors lose orthogonality as eigenvalues of the recursion chain converge to those of W.

Each |n⟩ is a polynomial of degree n in W acting on |0⟩. Thus aₙ involves closed walks of at most 2n + 1 steps, and bₙ walks of at most 2n steps. In a periodic box 30 metals wide, a walk around the box needs 30 steps. The first 14 levels need at most 28, so they do not depend on the periodic closure.

**4. What N levels determine**

The moment μ_k = ⟨0|Wᵏ|0⟩ is a sum over k-step walks on the recursion chain, from level 0 back to level 0. Truncation removes level N, which cannot be visited in fewer than 2N steps. Hence μ₀ to μ_{2N−1} are correct, and the first error is the one missing walk straight out and back:

μ_{2N} − μ_{2N}(truncated) = b₁²b₂²…b_N².

With the tail attached through the true b_N, this walk is restored. The first wrong coefficient is a_N, replaced by a. It is first felt by a walk that goes to level N, stays for one step and returns:

μ_{2N+1} − μ_{2N+1}(terminated) = b₁²b₂²…b_N²(a_N − a).

The truncated density is a sum of N weighted delta functions that integrates every polynomial of degree up to 2N − 1 correctly. Let f be smooth and p such a polynomial. The error for f equals the error for f − p, and both densities have unit weight, so

|error in ∫fρ dx| ≤ 2 max|f − p|

on an interval holding both spectra. Smooth functions have good polynomial approximations, so their integrals converge quickly. A density at one energy is the integral of a spike, for which this bound is useless unless the spike is broadened.

**5. The error at one energy**

Let M = x − J − ΣP, where J is the N-level chain matrix and P projects on level N − 1. Let M′ be the same with an approximate tail Σ′. Since M′ − M = (Σ − Σ′)P,

M⁻¹ − M′⁻¹ = M⁻¹(M′ − M)M′⁻¹ = M⁻¹(Σ − Σ′)P M′⁻¹.

The (0,0) element is

R − R′ = R_{0,N−1} (Σ − Σ′) R′_{N−1,0}.  (4)

The outer factors carry the wave to the end of the known chain and back. The middle factor is the mistake made there: Σ for truncation, Σ − b_N²g for the square root.

Dividing (4) for the two cases gives

error(root)/error(cut) = [(Σ − b_N²g)/Σ] × [R′_{N−1,0}(root)/R′_{N−1,0}(cut)].

For a uniform chain the solution of Section 1 at n = N − 1 gives (wᴺ/b)(1 − w²)/(1 − w²ᴺ⁺²) for the cut chain, against wᴺ/b for the endless one. The second bracket is then

(1 − w²ᴺ⁺²)/(1 − w²).  (5)

Termination helps when the product of the brackets is small. When W itself has an internal gap, the coefficients keep oscillating, and a one-band tail that spans the gap leaves a false density there. The tail is also less accurate when a and b are taken from levels still governed by the starting site. On the real axis inside the band the outer factors of (4) supply no damping, and accuracy rests on the tail mismatch. In the disordered network below the coefficients still fluctuate at the levels used, and convergence at zero broadening is not shown.

**6. A network of 27,000 metals**

The metals start on a 30 × 30 × 30 grid of spacing 4.0 angstrom and receive Gaussian displacements of 0.10 angstrom per axis. Each oxygen sits midway between two neighbouring grid points, shifted sideways by 0.3 to 1.1 angstrom in a random direction; 8 per cent are left out at random. This is a disordered corner-sharing lattice, not a quenched melt. The mean coordination is 5.5, the mean bond length 2.14 angstrom and the mean bridge angle 142°. The energies are E_M = 2 eV and E_O = 0, and the coupling is V = 2.0 eV × (2.1 angstrom/d)².

An ordered network with every sideways shift equal to 0.7 angstrom and no oxygen missing sets the scale. There d = √(2.0² + 0.7²) = 2.119 angstrom, V² = 3.86 eV² and cos θ = −0.782. A wave of equal amplitude on all metals has

x = 6V²(1 − |cos θ|) = 6 × 3.86 × 0.218 ≈ 5.05 eV²,

so the conduction edge is 1 + √(1 + 5.05) = 3.46 eV. The curvature of the band there gives a mass of 0.39 electron masses.

Twelve sites of the disordered network were treated, four each with four, five and six oxygens. For the first, with four oxygens, a₀ = 12.9, a₁ = 20.6, a₅ = 21.6 and a₁₃ = 22.6 eV², while b₁ = 5.1, b₂ = 7.6 and b₁₄ = 9.3 eV². The tail constants are means over the second half of the known levels, pooled over the twelve sites. For N = 14 they are a = 22.8 and b = 9.1 eV², with standard deviations of 0.7 and 0.3 eV² among the coefficients averaged. The window a ± 2b runs from 4.6 to 41.1 eV², or 3.37 to 7.48 eV in energy. With 14 levels and the square-root tail, at zero broadening, at least 99.9 per cent of each site's computed W density lies in this window; the small remainder belongs to poles of the terminated fraction outside it.

The reference density is a 1000-term Chebyshev expansion of the resolvent of W, which uses no recursion coefficients. All curves have the same Lorentzian half-width, η = 0.1 eV. Deleting every bridge that crosses a face of the box changes the reference at the central site by 0.01 per cent (rms, relative to the rms density), so the box is large enough here.

The errors below are rms differences from the reference over the twelve sites and 3 to 8 eV, divided by the rms reference density.

N = 6: truncated 0.69, square root 0.084
N = 10: truncated 0.42, square root 0.040
N = 14: truncated 0.26, square root 0.018
N = 60: truncated 0.002

The uniform chain, taken at the band centre, gives the size of the decay in the truncated column. At the band centre E = 1 + √(1 + 22.8) = 5.88 eV, so η_x = 0.1 × (2 × 5.88 − 2) = 0.98 eV² and s ≈ 0.98/(2 × 9.1) = 0.054. From N = 14 to 60 the factor e⁻²ᴺˢ falls by e^(−92 × 0.054) ≈ 0.007; the measured ratio is 0.0022/0.262 ≈ 0.008. By (2), one per cent at the band centre needs about 49 levels.

Equation (4) accounts for the gain from the tail. Stripping the 14 known levels from the reference resolvent leaves the true Σ. Between 4.5 and 6.5 eV the median of |Σ − b_N²g|/|Σ| is 0.11. At the band centre (5) gives (1 + 0.20)/(1 + 0.90) ≈ 0.63, and the product is 0.07. The measured ratio of errors is 0.018/0.26 ≈ 0.07. The agreement is one of size, since a median over part of the band is being set against an rms over all of it.

For one site with six oxygens and N = 14 the densities per eV are:

4.0 eV: reference 0.053, truncated 0.071, square root 0.052
5.0 eV: reference 0.189, truncated 0.146, square root 0.192
5.5 eV: reference 0.200, truncated 0.131, square root 0.204
6.0 eV: reference 0.250, truncated 0.250, square root 0.247

At 5.5 eV truncation is 34 per cent low and the square root 2 per cent high. The close truncated value at 6.0 eV is a place where an oscillating error passes near zero. The square-root value at 5.0 eV equals 5.2 per hartree.

Integrals behave differently. For f = exp(−x/10 eV²) at the first site, six truncated levels give ∫fρ_W dx with a relative error of 6 × 10⁻¹¹, measured against a direct evaluation of the matrix exponential acting on |0⟩. For functions as smooth as this one the tail is not needed. A Boltzmann factor at 300 K varies over a far smaller range of x, and fourteen truncated levels are too few for it.

The local environment is visible in both methods, because a₀ = ΣV² is the mean of x on the starting site. For four, five and six oxygens the mean a₀ is 14.6, 18.7 and 23.6 eV². The metal density integrated from 3 to 5 eV is 0.40, 0.20 and 0.11 states per site, and the square root with N = 14 reproduces each to within 0.001. Under-coordinated metals thus carry more of the low-lying conduction density in this model, though each figure averages only four sites.

**7. Band edges and real channels**

A smooth density can hide states confined to few sites. For a normalized eigenvector c of W, the participation number 1/Σc⁴ estimates how many metals it occupies. By dense diagonalization, the lowest five states average 84 sites in networks of 216 metals and 428 in one of 1000. They grow with the box, so at these sizes the lower edge shows no confinement. Boxes this small seldom contain a metal with only two oxygens. The 27,000-metal network has 14 of them, and its three lowest states, at 3.35 to 3.37 eV, peak on such metals and occupy only 18 to 32 sites. The highest five occupy 60 of 1000, against 284 at mid-band. The highest states are thus concentrated on fewer sites, and in the 27,000-metal network the highest three occupy only 27 to 58 sites, so they do not spread with the box.

The gap and mass of the model lie in the rough range of amorphous oxide semiconductor channels, for which a gap near 3 eV and a mass near 0.3 electron masses are typical. Its structure does not: it has about 2.8 oxygens per metal, each bonded to two metals, whereas indium oxide, for example, has 1.5 oxygens per metal, each bonded to more than two. The model therefore illustrates the method and does not represent a particular channel material. Of the neglected effects tried here, direct hopping between metal s orbitals moves the conduction edge most. Adding −0.3 eV, a round trial value, between bridged metals of the 125-metal network lowers its conduction edge from 3.41 to 2.38 eV. A metal-oxygen overlap of 0.1 at the reference bond length raises the edge by 0.39 eV when T is kept fixed and energies are counted from E_O. This figure depends on that choice, because overlap S changes the effective coupling to T − ES: with both levels placed 5 eV lower and the same T, the edge falls instead. A random spread of 0.3 eV in the metal site energies moves it by −0.02 eV on average, with a standard deviation of 0.02 eV over 30 draws. Absolute edges from this model therefore depend on the direct hopping assumed, and −0.3 eV already moves them by about 1 eV. Direct hopping and site-energy disorder also invalidate the reduction to a fixed W. Oxygen can still be eliminated, but the resulting metal matrix depends on energy. A single recursion serving all energies can then be run on the full Hamiltonian, with a tail made for two bands. Edge-sharing polyhedra, oxygen 2s states, electron interaction and structural relaxation are left out as well.

Carriers set a sharper demand on resolution. At 300 K the thermal energy is 0.026 eV, and 10¹⁹ electrons per cm³ in a band of mass 0.39 have a zero-temperature Fermi energy of 0.044 eV. For the six-oxygen site above, the two lowest poles of the 14-level truncation lie at 3.45 and 3.71 eV, 0.26 eV apart. Fourteen truncated levels therefore do not resolve the range of about 0.1 eV in which most of these carriers sit at 300 K. At the band centre the levels needed by truncation grow as 1/η, so a half-width of 0.025 eV would take about 200 of them for one per cent there. Near the edge waves travel more slowly and are damped more per level: in the uniform chain, an energy 0.044 eV above the edge needs about 40 levels at the same half-width for an error of one per cent of |g|. One per cent of the density takes about 60, because Im g is small compared with |g| there. The network itself needs more over the carrier range: the median over the twelve sites is 64 levels at 3.41 eV, 87 at 3.46 eV and 99 at 3.50 eV, and at this half-width the lowest level spacing of the box, about 0.027 eV, is no longer negligible. A square-root tail lowers these numbers only as far as its mismatch with the true tail is small.
